# Inversion and depletion charge at twice the Fermi potential

**Q:** I have been reading the condition $\psi_s=2\phi_F$ in an MOS capacitor on p-type silicon as a balance of charges. At that surface potential there are as many electrons at the surface as there are acceptors, so the inversion charge must equal the depletion charge. Half the charge in the silicon is then mobile.

**A:** The first half of that is right. Let $\psi$ be the potential measured from the neutral bulk, $\psi_s$ its value at the oxide, and $V_t=kT/q$. In the bulk the hole and electron densities are $p_0$ and $n_0$, with $p_0n_0=n_i^2$. With full ionization $p_0-n_0=N_A$, so $p_0\approx N_A$ and $n_0\approx n_i^2/N_A$. Define $\phi_F=V_t\ln(N_A/n_i)$. In equilibrium, with Boltzmann statistics,

$$n(0)=n_0e^{2\phi_F/V_t}=\frac{n_i^2}{N_A}\left(\frac{N_A}{n_i}\right)^2=N_A .$$

This is an equality of densities per volume, at one plane. The charges you want to compare are per area:

$$Q_i=q\int_0^\infty (n-n_0)\,dx,\qquad Q_d=q\int_0^\infty (p_0-p)\,dx ,$$

with $x$ running from the oxide into the silicon. Both charges are negative here, and I use their magnitudes. Each is a density times a thickness, and nothing so far says that the thicknesses agree.

**Q:** Both layers sit in the same potential. Why should one be much thinner?

**A:** Because they respond to it differently. Holes stay away wherever $\psi$ exceeds a few $V_t$, which covers most of the band bending. Electrons lose a factor $e$ in density each time $\psi$ drops by a single $V_t$.

Take the depletion approximation first: charge density $-qN_A$ down to a depth $W$, and none beyond. With permittivity $\varepsilon$ of silicon, Gauss's law gives the surface field $E_s=qN_AW/\varepsilon$. The field falls linearly to zero at $W$, so the potential drop is the area of a triangle, $\psi_s=E_sW/2$, and $W=2\psi_s/E_s$.

Close to the oxide $\psi\approx\psi_s-E_sx$. At $\psi_s=2\phi_F$ this gives $n\approx N_Ae^{-xE_s/V_t}$, a layer of effective thickness $V_t/E_s$. Hence

$$\frac{Q_i}{Q_d}\approx\frac{qN_AV_t/E_s}{qN_AW}=\frac{V_t}{E_sW}=\frac{V_t}{2\psi_s}=\frac{V_t}{4\phi_F}.$$

**Q:** What does that give for $N_A=10^{17}\ \mathrm{cm^{-3}}$ at 300 K?

**A:** Take $n_i=10^{10}\ \mathrm{cm^{-3}}$ and relative permittivity 11.7, rough values for silicon. Then $V_t=25.85$ mV and $\phi_F=0.4167$ V, so $\psi_s=0.8334$ V. The depletion width is 103.8 nm and the surface field 0.1606 MV/cm, which is 0.01606 V/nm. The electron layer has thickness

$$\frac{V_t}{E_s}=\frac{0.02585\ \mathrm{V}}{0.01606\ \mathrm{V/nm}}=1.61\ \mathrm{nm},\qquad \frac{1.61}{103.8}=1.55\ \text{percent}.$$

In the full solution of the Poisson equation, the electron density has fallen to a tenth of its surface value at 3.81 nm. The constant-field estimate is $1.61\ln 10=3.71$ nm. The true depth is slightly larger because the field weakens inward.

**Q:** You used the depletion approximation to find the field, and so assumed that the electrons are unimportant. Isn't that circular?

**A:** It needs checking, and the Poisson equation allows it. Write $u=\psi/V_t$, so that $p=p_0e^{-u}$ and $n=n_0e^{u}$. The charge density is

$$\rho=q(p-n-N_A)=-q\left[p_0(1-e^{-u})+n_0(e^u-1)\right],$$

where I used $N_A=p_0-n_0$. Put this into $\psi''=-\rho/\varepsilon$. Measure depth in units of $L=\sqrt{\varepsilon V_t/(qN_A)}$, set $p_0\approx N_A$, and let $\delta=n_0/p_0$. With primes now meaning derivatives in the reduced depth,

$$u''=1-e^{-u}+\delta(e^u-1).$$

Multiply by $u'$. The left side becomes the derivative of $u'^2/2$, and the right side the derivative of $u+e^{-u}+\delta(e^u-u)$. In the bulk $u=u'=0$, which fixes the constant of integration:

$$u'^2=G^2(u)=2\left[e^{-u}+u-1+\delta(e^u-u-1)\right].$$

Now set $u_s=2\phi_F/V_t$. Then $\delta=(n_i/N_A)^2=e^{-u_s}$, and

$$G^2(u_s)=2\left[e^{-u_s}+u_s-1+1-e^{-u_s}(u_s+1)\right]=2u_s(1-e^{-u_s}).$$

Here $u_s=32.24$, so the last exponential is about $10^{-14}$ and can be dropped. The surface field is $V_tG(u_s)/L$, and Gauss's law gives the total charge

$$Q_s=Q_i+Q_d=\frac{\varepsilon V_t}{L}\sqrt{2u_s}=qN_AL\sqrt{2u_s}=\sqrt{2q\varepsilon N_A(2\phi_F)} .$$

The second equality uses $\varepsilon V_t=qN_AL^2$. This is the charge of the depletion approximation, so the surface field I used was right. The electrons are already inside this total.

**Q:** Then the formula gives the sum. How do you separate the two parts?

**A:** Change the variable of integration from depth to potential. Since $u$ falls inward with slope $-G$, a step in reduced depth is $du/G$ in magnitude, and

$$\frac{Q_i}{qN_AL}=\int_0^{u_s}\frac{\delta(e^u-1)}{G(u)}\,du,\qquad \frac{Q_d}{qN_AL}=\int_0^{u_s}\frac{1-e^{-u}}{G(u)}\,du .$$

For the first integral put $t=e^{u-u_s}=\delta e^u$, so $du=dt/t$ and $u=u_s+\ln t$. Almost all electrons sit where $u$ is large. There $\delta$, $\delta u$ and $e^{-u}$ are negligible, which leaves

$$\frac{Q_i}{qN_AL}\approx\int_0^1\frac{dt}{\sqrt{2(u_s-1+\ln t+t)}} .$$

The lower limit is formal: the region of small $u$, where this form fails, carries negligible electron charge. Since $u_s$ is large, I replace $\ln t+t$ by its mean over $0<t<1$, which is $-1+\tfrac12=-\tfrac12$. The first-order error vanishes by the choice of the mean. Dividing by $Q_s/(qN_AL)=\sqrt{2u_s}$,

$$f=\frac{Q_i}{Q_s}\approx\frac{1}{2\sqrt{u_s(u_s-3/2)}},\qquad \frac{Q_i}{Q_d}=\frac{f}{1-f}.$$

For $u_s=32.24$ this gives $f=0.0159$ and a ratio of 1.614 percent. Numerical evaluation of the two full integrals gives 1.615 percent, and so does a separate solution of the Poisson equation on a grid in depth, with the charges summed over depth. In absolute terms $Q_d=0.1637\ \mathrm{\mu C/cm^2}$ and $Q_i=0.00264\ \mathrm{\mu C/cm^2}$.

**Q:** So nothing is balanced at $2\phi_F$ apart from the density at one plane?

**A:** Something else is: the rates at which the two charges grow. In the integrals above, $u_s$ appears only as the upper limit, because $\delta$ belongs to the bulk and stays fixed as the gate voltage changes. Differentiation therefore returns the integrands at the surface:

$$\frac{dQ_i}{du_s}=qN_AL\,\frac{\delta(e^{u_s}-1)}{G(u_s)},\qquad \frac{dQ_d}{du_s}=qN_AL\,\frac{1-e^{-u_s}}{G(u_s)} .$$

At $\delta=e^{-u_s}$ the two are equal. Below $2\phi_F$ a small increase of surface potential adds more depletion charge than electron charge. Above it, the electrons take the larger share of each addition. Your balance holds for the next increment of charge, while the accumulated amounts are still far apart.

**Q:** How much further must I go before the accumulated charges are equal?

**A:** Let the surface potential rise by $aV_t$ above $2\phi_F$. The surface electron density becomes $N_Ae^a$, and with the negligible terms dropped $G^2\approx2(u_s+a-1+e^a)$, where $u_s$ keeps its value at $2\phi_F$. Treat the electrons as a sheet so thin that the potential drop across it can be neglected. The field just beneath it comes from the depletion charge alone, so $Q_d\approx qN_AL\sqrt{2(u_s+a-1)}$. Equality means $Q_s=2Q_d$, or after squaring,

$$u_s+a-1+e^a=4(u_s+a-1)\quad\Rightarrow\quad e^a=3(u_s+a-1).$$

The solution is $a=4.68$. The full integrals give 4.65, or 0.120 V.

**Q:** That is a small step. Does the distinction matter at the gate?

**A:** It does, because the oxide must carry the field of the added charge. Take a 10 nm oxide of relative permittivity 3.9, so $C_{ox}=0.3453\ \mathrm{\mu F/cm^2}$. Measured from flat band, with no oxide or interface charge, $V_G=\psi_s+Q_s/C_{ox}$. At $2\phi_F$,

$$V_G=0.833+\frac{0.1663}{0.3453}=1.315\ \mathrm{V}.$$

At equality each charge is $0.1734\ \mathrm{\mu C/cm^2}$, so

$$V_G=0.954+\frac{2\times0.1734}{0.3453}=1.958\ \mathrm{V}.$$

The gate must rise by 0.64 V, of which only 0.12 V appears in the silicon.

**Q:** Is a ratio under 2 percent a general rule?

**A:** No. The ratio is close to $1/(2u_s)$, with $u_s=2\ln(N_A/n_i)$, so it varies slowly with doping. At 300 K and fixed $n_i$ it is 2.30, 1.90, 1.62 and 1.41 percent for $10^{15}$, $10^{16}$, $10^{17}$ and $10^{18}\ \mathrm{cm^{-3}}$. These values assume classical electrons and full ionization, and the slow variation holds only within that model. At $10^{18}\ \mathrm{cm^{-3}}$ both assumptions fail: incomplete ionization alone, in the simple acceptor model used below, gives about 2.1 percent, and confinement alone on a (100) surface gives 0.06 to 0.07 percent. With neutral acceptors in the bulk, $Q_d$ must be counted as ionized acceptors minus holes, since $q\int(p_0-p)\,dx$ then misses the acceptors that ionize in the depleted layer. Heating raises $n_i$ and lowers $u_s$. With a simple model of $n_i(T)$ that gives $5.1\times10^{12}\ \mathrm{cm^{-3}}$ at 400 K, the ratio for $10^{17}\ \mathrm{cm^{-3}}$ becomes 2.7 percent.

The two charges do become equal in the nearly intrinsic limit. There $p_0\approx n_0$, both far above $N_A$, so $p_0$ must replace $N_A$ in $\phi_F$, and the surface electron density at $2\phi_F$ equals $p_0$, not $N_A$. Also, $u_s$ is small. The two excess densities are then $n_0u$ and $p_0u$ at every depth, and the ratio of their integrals tends to one while both charges tend to zero; it is 0.62 at $N_A=n_i$ and 0.95 at $N_A=0.1\,n_i$. That is far from a doped substrate.

**Q:** And in a real device?

**A:** The doping and the 10 nm oxide are roughly those of an older long-channel transistor; modern logic uses much thinner gate dielectrics. Among the corrections considered here, which leave out band-gap narrowing, the one that moves the ratio most concerns the assumption of classical electrons. A layer 1.6 nm thick is narrow enough for confinement to matter: in a triangular well with the same surface field and an infinite wall at a (100) surface, the lowest level lies about 52 meV above the band edge at the surface, twice $kT$; on (110) and (111) surfaces it lies at roughly 70 to 80 meV. Summing over the levels of silicon's anisotropic valleys, at fixed surface potential and field, leaves 0.32 of the classical electron charge in this well, and the ratio drops to about 0.5 percent. The factor is good to about one digit. The inward weakening of the field raises it to 0.34, and adding a finite oxide barrier as well raises it to about 0.39, while (110) and (111) surfaces lower it by 0.03 to 0.04. Across these cases the ratio lies between about 0.44 and 0.62 percent. Incomplete ionization works the other way. For an acceptor depth of 45 meV about 7 percent of bulk acceptors are neutral, which raises the classical ratio, with $Q_d$ counted as ionized acceptors minus holes, to about 1.7 percent if $\psi_s$ is kept at $2V_t\ln(N_A/n_i)$. Degeneracy changes the electron density by only about 0.1 percent at $2\phi_F$. The oxide field, 0.48 MV/cm, is far below a rough breakdown strength of 10 MV/cm, and the estimated tunnelling factor of $10^{-48}$ is negligible.

Interface traps deserve more care. A density of $10^{10}\ \mathrm{cm^{-2}\,eV^{-1}}$, roughly that of a good interface, spread over the 0.417 eV between midgap and the Fermi level at the surface, holds $4.2\times10^{9}\ \mathrm{cm^{-2}}$. That is a quarter of the classical inversion charge of $1.65\times10^{10}\ \mathrm{cm^{-2}}$, but only 0.4 percent of the depletion charge of $1.02\times10^{12}\ \mathrm{cm^{-2}}$.

**Q:** Do those corrections also affect the 0.12 V?

**A:** Confinement and degeneracy do, and they act more strongly there than at $2\phi_F$. At equality the Boltzmann surface density is already 0.38 of the conduction-band effective density of states, so degeneracy is no longer negligible in the density, although by itself it moves the 0.120 V only to 0.122 V. Confinement matters more. A mean-field estimate puts the lowest level near 70 meV, and a self-consistent Schrödinger–Poisson solution for a (100) surface puts it near 80 meV once the charges are equal. Both effects reduce the electron charge at a given surface potential. The 0.12 V, and the gate step of 0.64 V with it, are therefore underestimates: the self-consistent values for a (100) surface are about 0.17 V and 0.71 to 0.72 V.

**Q:** Then why may I still use $2\phi_F$ in the threshold formula?

**A:** Because that formula needs the total silicon charge at the chosen surface potential, and $\sqrt{2q\varepsilon N_A(2\phi_F)}$ supplies it: as derived above for classical electrons and full ionization, and in this example still within about 1 percent when the electrons are confined at a (100) surface or the acceptors are partly neutral. The potential $2\phi_F$ also marks where electrons begin to take the larger share of added charge in the classical model. The formula does not require the two charges to be equal. The numerical output below lists the classical values for this example and the simple estimates, such as the triangular well at a (100) surface. The self-consistent, finite-barrier, other-orientation and nearly intrinsic values quoted above are not part of it.

## Table of computed values

```
Temperature: 300 K; Vt: 25.85 mV
Acceptors NA: 1.0e+17 cm^-3; ni: 1.0e+10 cm^-3
Relative permittivity Si: 11.7; SiO2: 3.9
Oxide thickness: 10 nm
phi_F: 0.4167 V; 2 phi_F: 0.8334 V; us: 32.24
Length L: 12.93 nm; depletion width W: 103.8 nm
Surface electron density: 1.00e+17 cm^-3
Surface field in Si: 0.1606 MV/cm
Electron decay length Vt/Es: 1.610 nm
Mean electron depth, classical: 1.686 nm
Depth where n is one tenth: 3.81 nm
Total charge Qs: 0.1663 uC/cm2
Depletion charge Qd: 0.1637 uC/cm2
Inversion charge Qi: 0.00264 uC/cm2
Qi as electrons: 1.650e+10 cm^-2
Qd as acceptors: 1.022e+12 cm^-2
Qi/Qd, quadrature: 1.615 percent
Qi/Qd, depth integration: 1.615 percent
Qi/Qd, Vt/(4 phi_F): 1.551 percent
Qi/Qd, sharper formula: 1.614 percent
Doping 1e+15 cm^-3: Qi/Qd 2.30 percent
Doping 1e+16 cm^-3: Qi/Qd 1.90 percent
Doping 1e+17 cm^-3: Qi/Qd 1.62 percent
Doping 1e+18 cm^-3: Qi/Qd 1.41 percent
Extra potential for Qi=Qd: 4.648 Vt = 0.1201 V
Extra potential, thin-sheet estimate: 4.680 Vt
Surface potential at Qi=Qd: 0.9535 V
Each charge at Qi=Qd: 0.1734 uC/cm2
Oxide capacitance: 0.3453 uF/cm2
Gate voltage from flat band at 2 phi_F: 1.315 V
Gate voltage from flat band at Qi=Qd: 1.958 V
Gate voltage step between them: 0.643 V
Si conduction-band density Nc: 2.74e+19 cm^-3
Valley masses: 0.916 and 0.190 m0
Lowest confined level at 2 phi_F: 51.6 meV
Quantum/classical electron charge: 0.322
Qi/Qd with confinement: 0.51 percent
Degeneracy correction at 2 phi_F: 0.13 percent
Surface n/Nc at Qi=Qd, Boltzmann: 0.38
Lowest level at Qi=Qd, rough: 69 meV
Acceptor depth: 45 meV; Nv: 3e+19 cm^-3
Neutral acceptors in bulk: 6.6 percent
Qi/Qd raised by them to about: 1.73 percent
Extrapolated gap used for ni(T): 1.2 eV
At 400 K: ni 5.1e+12 cm^-3, Qi/Qd 2.71 percent
Interface trap density: 1e+10 cm^-2 eV^-1
Trap charge, midgap to Fermi level: 4.17e+09 cm^-2
Trap charge / inversion charge: 0.25
Oxide field at 2 phi_F: 0.482 MV/cm
Oxide barrier: 3.1 eV; mass: 0.4 m0
log10 of tunnelling factor: -48
```
